# Current Transfer Length in the Transmission-Line Model of a Contact: verification in Python

```python
# Result under test: in the transmission-line model of a contact, the current
# transfer length is L_T = sqrt(r_c / R_s), and the contact resistance is
# R_c = (R_s L_T / W) coth(L / L_T).
# R_s: film sheet resistance; r_c: specific contact resistivity;
# W, L: contact width and length; t: film thickness.
# Units: angstrom, eV (e times voltage), hbar/e^2 (resistance).
import numpy as np
from scipy import constants
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.sparse import diags, identity, kron, bmat
from scipy.sparse.linalg import spsolve

sheet = 0.002
contact = 320.0
width = 1000.0
length = 600.0
thickness = 100.0
edge_energy = 1.0e-4
metal_sheet = 0.006
ohm_per_unit = constants.hbar / constants.e**2


def transfer_length(r_c, r_s):
    return np.sqrt(r_c / r_s)


def resistance_formula(r_c, r_s, w, l):
    lt = transfer_length(r_c, r_s)
    return r_s * lt / w / np.tanh(l / lt)


def ladder(r_c, r_s, w, l, cells):
    """Kirchhoff solution for unit input current and a grounded metal."""
    dx = l / cells
    g_film = w / (r_s * dx)
    g_leak = w * dx / r_c
    bands = np.zeros((3, cells))
    bands[0, 1:] = -g_film
    bands[2, :-1] = -g_film
    bands[1] = g_leak + 2 * g_film
    bands[1, 0] -= g_film
    bands[1, -1] -= g_film
    source = np.zeros(cells)
    source[0] = 1.0
    volt = solve_banded((1, 1), bands, source)
    edge = volt[0] + 0.5 / g_film      # half a cell up to the contact edge
    x = (np.arange(cells) + 0.5) * dx
    return x, volt, edge, g_leak * volt


def chain(n):
    """Laplacian of n nodes joined in a row, with insulated ends."""
    main = np.full(n, 2.0)
    main[0] = main[-1] = 1.0
    off = -np.ones(n - 1)
    return diags([off, main, off], [-1, 0, 1], format="csc")


def two_rail_decay(r_c, r_film, r_metal, w, l, cells):
    """Decay length of the voltage difference between two resistive rails.
    Current enters the film at the left and leaves the metal at the right."""
    dx = l / cells
    g1, g2, gc = w / (r_film * dx), w / (r_metal * dx), w * dx / r_c
    eye = identity(cells, format="csc")
    drain = np.zeros(cells)
    drain[-1] = 2 * g2
    matrix = bmat([[g1 * chain(cells) + gc * eye, -gc * eye],
                   [-gc * eye, g2 * chain(cells) + gc * eye + diags(drain)]],
                  format="csc")
    source = np.zeros(2 * cells)
    source[0] = 1.0
    v = spsolve(matrix, source)
    diff = v[:cells] - v[cells:]
    x = (np.arange(cells) + 0.5) * dx
    near = (x > 100) & (x < 500)
    return -1.0 / np.polyfit(x[near], np.log(diff[near]), 1)[0]


def resistance_2d(r_c, r_s, w, l, t, dx=2.5, nz=20, lead=300.0):
    """Contact resistance from Laplace's equation in film and bare lead."""
    rho, dz = r_s * t, t / nz
    n_lead = int(round(lead / dx))
    nx = n_lead + int(round(l / dx))
    gx, gz = w * dz / (rho * dx), w * dx / (rho * dz)
    leak = np.zeros((nx, nz))
    leak[n_lead:, -1] = w * dx / (r_c + rho * dz / 2)
    matrix = (gx * kron(chain(nx), identity(nz))
              + gz * kron(identity(nx), chain(nz)) + diags(leak.ravel()))
    source = np.zeros((nx, nz))
    source[0] = 1.0 / nz
    v = spsolve(matrix.tocsc(), source.ravel()).reshape(nx, nz)
    left_face = v[0].mean() + r_s * dx / (2 * w)
    return left_face - r_s * lead / w


def thick_film_decay(r_c, r_s, t, n=400):
    """Slowest decay length, from the eigenproblem across the thickness."""
    dz = t / n
    rho = r_s * t
    main = np.full(n, 2.0)
    main[0] = 1.0
    main[-1] = 1.0 + rho * dz / (r_c + rho * dz / 2)
    low = eigh_tridiagonal(main / dz**2, -np.ones(n - 1) / dz**2,
                           select="i", select_range=(0, 0))[0][0]
    return 1.0 / np.sqrt(low)


lt = transfer_length(contact, sheet)
a = length / lt
rc = resistance_formula(contact, sheet, width, length)

# Finite contact: voltage, current, resistance and dissipation.
cells = 3000
x, volt, edge, leak = ladder(contact, sheet, width, length, cells)
profile = np.cosh((length - x) / lt) / np.cosh(a)
assert np.max(np.abs(volt / edge - profile)) < 1e-5
right = x + length / (2 * cells)
film_current = 1.0 - np.cumsum(leak)
current_formula = np.sinh((length - right) / lt) / np.sinh(a)
assert np.max(np.abs(film_current - current_formula)) < 1e-5
assert abs(edge / rc - 1) < 1e-5
share_ladder = np.sum(leak * volt) / edge
share = 0.5 + a / np.sinh(2 * a)
assert abs(share_ladder - share) < 1e-5

# Long contacts: measured 1/e length for several pairs of parameters.
decay_rows = []
for r_c, r_s in [(320.0, 0.002), (1280.0, 0.002), (320.0, 0.008)]:
    xl, vl, el, _ = ladder(r_c, r_s, width, 10000.0, 10000)
    measured = np.interp(1.0, -np.log(vl / el), xl)
    assert abs(measured / transfer_length(r_c, r_s) - 1) < 1e-4
    decay_rows.append((r_c, r_s, measured))

xl, vl, el, leakl = ladder(contact, sheet, width, 10000.0, 10000)
long_fraction = np.sum(leakl[xl < lt])
mean_distance = np.sum(leakl * xl)
long_share = np.sum(leakl * vl) / el
assert abs(long_fraction - (1 - np.exp(-1))) < 1e-4
assert abs(mean_distance / lt - 1) < 1e-4
assert abs(long_share - 0.5) < 1e-4
long_rc = contact / (width * lt)
assert abs(el / long_rc - 1) < 1e-4

# Short contact: interface term plus one third of the film resistance.
short = 80.0
short_ladder = ladder(contact, sheet, width, short, 2000)[2]
short_formula = contact / (width * short) + sheet * short / (3 * width)
assert abs(short_ladder / short_formula - 1) < 1e-4

# Contact metal with a sheet resistance of its own.
rail_decay = two_rail_decay(contact, sheet, metal_sheet, width, 6000.0, 4000)
rail_formula = np.sqrt(contact / (sheet + metal_sheet))
assert abs(rail_decay / rail_formula - 1) < 1e-3

# Finite film thickness: decay length and full two-dimensional resistance.
thick_decay = thick_film_decay(contact, sheet, thickness)
thick_formula = lt * (1 + thickness**2 / (6 * lt**2))
assert abs(thick_decay - thick_formula) < 0.02 * (thick_decay - lt)
kt = thickness / thick_decay
assert abs(kt * np.tan(kt) / (thickness / lt)**2 - 1) < 1e-4
rc_2d = resistance_2d(contact, sheet, width, length, thickness)
thin = thickness / 4
rc_2d_thin = resistance_2d(contact, sheet, width, length, thin)
error_thick, error_thin = rc_2d / rc - 1, rc_2d_thin / rc - 1
assert 0 < error_thick < 0.03
assert abs(error_thin) < error_thick / 8

print(f"sheet resistance R_s = {sheet:.4f} hbar/e^2")
print(f"contact resistivity r_c = {contact:.1f} hbar A^2/e^2")
print(f"width W = {width:.0f} A, length L = {length:.0f} A")
print(f"film thickness t = {thickness:.0f} A")
print(f"edge voltage times e = {edge_energy:.6f} eV")
print(f"transfer length L_T = {lt:.2f} A = {lt / 10:.2f} nm")
print(f"ratio L/L_T = {a:.4f}, coth = {1 / np.tanh(a):.5f}")
print(f"R_s L_T/W = {sheet * lt / width:.6f} hbar/e^2")
print(f"R_c formula = {rc:.4e} hbar/e^2 = {rc * ohm_per_unit:.4f} ohm")
print(f"R_c ladder = {edge:.4e} hbar/e^2")
print(f"input current = {edge_energy / rc:.5f} e eV/hbar")
print("finite contact: x (A), e V (eV), I/I_0")
for pos in (0.0, 200.0, 400.0, 600.0):
    v_here = edge_energy * np.cosh((length - pos) / lt) / np.cosh(a)
    i_here = np.sinh((length - pos) / lt) / np.sinh(a)
    print(f"  {pos:5.0f}  {v_here:.4e}  {i_here:.4f}")
print(f"interface loss share: formula {share:.4f}, ladder {share_ladder:.4f}")
print("R_c against contact length: L (A), R_c (hbar/e^2)")
for l in (80.0, 200.0, 400.0, 800.0, 1200.0):
    print(f"  {l:5.0f}  {resistance_formula(contact, sheet, width, l):.4e}")
print(f"long-contact limit of R_c = {long_rc:.4e} hbar/e^2")
print(f"short contact, L = {short:.0f} A: ladder {short_ladder:.4e} hbar/e^2")
print(f"  two-term expansion {short_formula:.4e} hbar/e^2")
print("long ladder (10000 A): r_c (hbar A^2/e^2), R_s (hbar/e^2), 1/e (A)")
for r_c, r_s, measured in decay_rows:
    print(f"  {r_c:6.0f}  {r_s:.3f}  {measured:.2f}")
print(f"long ladder: current fraction crossing within L_T {long_fraction:.4f}")
print(f"long ladder: mean crossing distance {mean_distance:.2f} A")
print(f"long ladder: interface loss share {long_share:.4f}")
print(f"resistive metal: R_m = {metal_sheet:.4f} hbar/e^2")
print(f"  decay length: ladder {rail_decay:.2f} A, formula {rail_formula:.2f} A")
print(f"thick film: decay length, eigenvalue {thick_decay:.3f} A")
print(f"  decay length, expansion {thick_formula:.3f} A")
print(f"2D R_c, t = {thickness:.0f} A: {rc_2d:.4e} hbar/e^2")
print(f"  excess over 1D model {100 * error_thick:.3f} percent")
print(f"2D R_c, t = {thin:.0f} A, same R_s: {rc_2d_thin:.4e} hbar/e^2")
print(f"  excess over 1D model {100 * error_thin:.3f} percent")
print("all tests passed")
```

Running it gives:

```
sheet resistance R_s = 0.0020 hbar/e^2
contact resistivity r_c = 320.0 hbar A^2/e^2
width W = 1000 A, length L = 600 A
film thickness t = 100 A
edge voltage times e = 0.000100 eV
transfer length L_T = 400.00 A = 40.00 nm
ratio L/L_T = 1.5000, coth = 1.10479
R_s L_T/W = 0.000800 hbar/e^2
R_c formula = 8.8383e-04 hbar/e^2 = 3.6310 ohm
R_c ladder = 8.8383e-04 hbar/e^2
input current = 0.11314 e eV/hbar
finite contact: x (A), e V (eV), I/I_0
      0  1.0000e-04  1.0000
    200  6.5596e-05  0.5519
    400  4.7935e-05  0.2447
    600  4.2510e-05  0.0000
interface loss share: formula 0.6497, ladder 0.6497
R_c against contact length: L (A), R_c (hbar/e^2)
     80  4.0532e-03
    200  1.7312e-03
    400  1.0504e-03
    800  8.2985e-04
   1200  8.0398e-04
long-contact limit of R_c = 8.0000e-04 hbar/e^2
short contact, L = 80 A: ladder 4.0532e-03 hbar/e^2
  two-term expansion 4.0533e-03 hbar/e^2
long ladder (10000 A): r_c (hbar A^2/e^2), R_s (hbar/e^2), 1/e (A)
     320  0.002  400.00
    1280  0.002  800.00
     320  0.008  200.00
long ladder: current fraction crossing within L_T 0.6321
long ladder: mean crossing distance 400.00 A
long ladder: interface loss share 0.5000
resistive metal: R_m = 0.0060 hbar/e^2
  decay length: ladder 200.00 A, formula 200.00 A
thick film: decay length, eigenvalue 404.162 A
  decay length, expansion 404.167 A
2D R_c, t = 100 A: 8.9527e-04 hbar/e^2
  excess over 1D model 1.294 percent
2D R_c, t = 25 A, same R_s: 8.8458e-04 hbar/e^2
  excess over 1D model 0.084 percent
all tests passed
```
